**Kanamori's effective interaction and the Stoner criterion: numerical tests**

The program tests $U_{\rm eff}=U/(1+UG)$, where $U$ is the on-site repulsion, $G$ is the lattice average of $1/(2x)$ without the band bottom, and $x$ is the band energy above the bottom in units of the bandwidth $W$. It asserts that exact two-electron energies on cubic lattices agree with this formula, that the leading finite-size correction is as derived, and that the pair energy saturates at $1/G$ for very large $U$. Further assertions cover Pauli blocking, the approximate additivity of pair shifts for three electrons (within 25%), the bound $1/G\le2\bar x$ with $\bar x$ the mean band energy, and the logarithmic growth of $G$ on the square lattice. For a model density of states with a narrow low peak, finite differences of the energy confirm that the paramagnet is stable at 0.9 and unstable at 1.1 times the predicted critical $U$. Random densities of states are searched for a Stoner instability in which the density of states stays at or above its Fermi-level value up to $e^2$ times the Fermi energy, and none is found. The output gives a saturation value of $0.66\,W$ for the simple cubic band and a critical $U$ of $0.64\,W$ for the peaked band. At the same filling, and with the empty-band $G$ used for both bands, the cubic band has no Stoner instability for any $U$.

## Numerical check

```python
"""Kanamori ladder interaction and the Stoner criterion in a Hubbard band.

Result under test: two opposite-spin electrons at the bottom of a band interact
through U_eff = U/(1 + U G), with G = (1/N) sum_{k != 0} 1/(2 x_k).
U_eff cannot exceed 1/G <= 2*(mean band energy). The Stoner condition
U_eff*rho_F > 1 then fails for every U if the density of states (DOS) stays at or
above rho_F from x_F up to e^2 x_F.

Symbols: x = energy above the band bottom, W = bandwidth = 1 (energy unit),
t = hopping, L = lattice edge, N = number of sites, U = on-site repulsion,
rho = DOS per site and spin, x_F = Fermi energy above the bottom,
n = electrons per site, m = n_up - n_down.
"""
import numpy as np
import scipy.sparse as sp
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import ellipkm1, i0e

t = 1.0 / 12.0          # simple cubic band: W = 12 t = 1
U_main = 4.0


def integrate(f, edges):
    """Adaptive quadrature over consecutive intervals."""
    return sum(quad(f, a, b, epsabs=1e-11, epsrel=1e-10, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def cubic_band(L):
    """Real-space one-electron matrix, with the band bottom at zero."""
    shift = np.roll(np.eye(L), 1, axis=0)
    ring = sp.csr_matrix(2 * t * np.eye(L) - t * (shift + shift.T))
    one = sp.identity(L, format="csr")
    return (sp.kron(sp.kron(ring, one), one)
            + sp.kron(sp.kron(one, ring), one)
            + sp.kron(sp.kron(one, one), ring)).tocsr()


def lattice_energies(L, dim, hop):
    ring = 2 * hop * (1 - np.cos(2 * np.pi * np.arange(L) / L))
    total = ring
    for _ in range(dim - 1):
        total = np.add.outer(total, ring)
    return total.ravel()


def G_sum(L, dim=3, hop=t, x_min=1e-10, power=1):
    """Lattice average of 1/(2x)^power without the band bottom."""
    x = lattice_energies(L, dim, hop)
    return np.sum(1 / (2 * x[x > x_min])**power) / x.size


def ladder(U, G):
    return U / (1 + U * G)


def pair_ground(L, U):
    """Lowest zero-momentum pair state in the relative coordinate."""
    contact = np.zeros(L**3)
    contact[0] = U
    H = (2 * cubic_band(L) + sp.diags(contact)).tocsc()
    value, vector = eigsh(H, k=1, sigma=-0.01)
    psi = vector[:, 0]
    return value[0], psi[0] / psi.mean()


def secular_pair(L, U):
    """N times the pair shift from the exact momentum-space pair equation."""
    x = lattice_energies(L, 3, t)
    excited = 2 * x[x > 1e-10]
    N = x.size
    return brentq(lambda y: 1 / y - np.sum(1 / (excited - y / N)) / N - 1 / U,
                  1e-3, 2.0, xtol=1e-13)


# ---- exact two-electron problem against the ladder formula ----
band3 = cubic_band(3)
one27 = sp.identity(27, format="csr")
two_free = sp.kron(band3, one27) + sp.kron(one27, band3)
same_site = np.eye(27).ravel()
full_two = (two_free + U_main * sp.diags(same_site)).toarray()
assert abs(np.linalg.eigvalsh(full_two)[0] - pair_ground(3, U_main)[0]) < 1e-9

deviation = {}
predicted = {}
for L in (6, 12):
    delta, amplitude = pair_ground(L, U_main)
    exact_pair = L**3 * delta
    ladder_pair = ladder(U_main, G_sum(L))
    deviation[L] = exact_pair / ladder_pair - 1
    predicted[L] = -ladder_pair**2 * G_sum(L, power=2) / L**3
    # the next order in the pair shift is one to two percent of this term
    assert abs(deviation[L] / predicted[L] - 1) < 0.03
assert abs(deviation[12]) < 2e-3
assert abs(secular_pair(12, U_main) - exact_pair) < 1e-7
large = {L: secular_pair(L, U_main) / ladder(U_main, G_sum(L)) - 1
         for L in (48, 96)}
size_ratio = large[48] / large[96]
assert 3.8 < size_ratio < 4.2                  # L^-2 law on large lattices
assert abs(amplitude * (1 + U_main * G_sum(12)) - 1) < 2e-3
hard_pair = 12**3 * pair_ground(12, 1e4)[0]
assert abs(hard_pair * G_sum(12) - 1) < 2e-3   # saturation at 1/G

# Pauli blocking: remove the occupied shell from the intermediate states
x8 = lattice_energies(8, 3, t)
cut = 0.07
kept = x8[(x8 < 1e-10) | (x8 > cut)]
blocked_H = np.diag(2 * kept) + U_main / x8.size
blocked_exact = x8.size * np.linalg.eigvalsh(blocked_H)[0]
blocked_ladder = ladder(U_main, G_sum(8, x_min=cut))
assert abs(blocked_exact / blocked_ladder - 1) < 4e-3
assert abs(blocked_exact / ladder(U_main, G_sum(8)) - 1) > 0.02

# ---- three electrons (two up, one down): do pair shifts add? ----
i, j = np.triu_indices(27, 1)
pairs = np.arange(i.size)
half = np.full(i.size, np.sqrt(0.5))
antisym = sp.csr_matrix((np.r_[half, -half],
                         (np.r_[i * 27 + j, j * 27 + i], np.r_[pairs, pairs])),
                        shape=(729, i.size))
H_up = antisym.T @ two_free @ antisym
occupied = np.zeros((i.size, 27))
occupied[pairs, i] = occupied[pairs, j] = 1
H_three = (sp.kron(H_up, one27) + sp.kron(sp.identity(i.size), band3)
           + U_main * sp.diags(occupied.ravel())).tocsr()
free_three = np.linalg.eigvalsh(band3.toarray())[1]
three_exact = 27 * (eigsh(H_three, k=1, which="SA")[0][0] - free_three)
three_ladder = 2 * ladder(U_main, G_sum(3))
# density 1/9 is not very small: blocking and three-body terms are of order 10 %
assert abs(three_exact / three_ladder - 1) < 0.25

# ---- infinite cubic lattice: G by two independent routes, and its DOS ----
G_cubic = quad(lambda u: i0e(u)**3, 0, 50, limit=200)[0]
G_cubic += quad(lambda v: 2 * i0e(1 / v**2)**3 / v**3, 0, 50**-0.5)[0]
G_cubic /= 4 * t
G_extrapolated = 2 * G_sum(48) - G_sum(24)     # removes the 1/L term
assert abs(G_extrapolated / G_cubic - 1) < 1e-3


def cubic_dos(x):
    """Square-lattice DOS averaged over the third momentum component."""
    def angle(y):
        return float(np.arccos(np.clip(1 - y / (2 * t), -1, 1)))

    def integrand(k):
        y = x - 2 * t * (1 - np.cos(k))
        p = ((y - 4 * t) / (4 * t))**2 + 1e-30
        return ellipkm1(p) / (2 * np.pi**2 * t)

    edges = sorted({angle(x - 8 * t), angle(x - 4 * t), angle(x)})
    return sum(quad(integrand, a, b, epsabs=1e-9, epsrel=1e-8)[0]
               for a, b in zip(edges[:-1], edges[1:])) / np.pi


def cubic_filling(x_F):
    """Electrons per site for x_F below the first van Hove energy."""
    return 2 * quad(lambda y: 2 * y * cubic_dos(y * y), 0, np.sqrt(x_F),
                    epsabs=1e-8, epsrel=1e-7)[0]


def cubic_moment(weight):
    low = quad(lambda y: 2 * y * weight(y * y) * cubic_dos(y * y),
               0, np.sqrt(1 / 3), epsabs=1e-6, epsrel=1e-6)[0]
    high = sum(quad(lambda x: weight(x) * cubic_dos(x), a, b,
                    epsabs=1e-6, epsrel=1e-6)[0]
               for a, b in ((1 / 3, 2 / 3), (2 / 3, 1)))
    return low + high


assert abs(cubic_moment(lambda x: 1.0) - 1) < 1e-4
assert abs(cubic_moment(lambda x: 1 / (2 * x)) / G_cubic - 1) < 1e-4
cubic_mean = cubic_moment(lambda x: x)
assert 1 / G_cubic <= 2 * cubic_mean

# square lattice (W = 8 hop = 1): G grows by rho_edge*ln 2 when L doubles
square_growth = G_sum(256, 2, 1 / 8) - G_sum(128, 2, 1 / 8)
square_edge_dos = 2 / np.pi
assert abs(square_growth - square_edge_dos * np.log(2)) < 1e-3

# ---- broad semi-ellipse plus a narrow peak near the band bottom ----
peak_weight, peak_x, peak_half = 0.1, 0.1, 0.02


def ellipse(x, centre, half_width):
    inside = max(half_width**2 - (x - centre)**2, 0.0)
    return 2 * np.sqrt(inside) / (np.pi * half_width**2)


def peaked_dos(x):
    return ((1 - peak_weight) * ellipse(x, 0.5, 0.5)
            + peak_weight * ellipse(x, peak_x, peak_half))


def ellipse_G(centre, half_width):
    return (centre - np.sqrt(centre**2 - half_width**2)) / half_width**2


G_ellipse = ellipse_G(0.5, 0.5)
G_peaked = ((1 - peak_weight) * G_ellipse
            + peak_weight * ellipse_G(peak_x, peak_half))
peak_edges = [0, peak_x - peak_half, peak_x + peak_half, 1]
G_ellipse_num = integrate(lambda y: ellipse(y * y, 0.5, 0.5) / y, [0, 1])
G_peaked_num = integrate(lambda y: peaked_dos(y * y) / y, np.sqrt(peak_edges))
assert abs(G_ellipse_num - G_ellipse) < 1e-6
assert abs(G_peaked_num - G_peaked) < 1e-6
peaked_mean = integrate(lambda x: x * peaked_dos(x), peak_edges)
assert 1 / G_peaked <= 2 * peaked_mean

rho_F = peaked_dos(peak_x)
n_sigma = integrate(peaked_dos, [0, peak_x - peak_half, peak_x])
n_peaked = 2 * n_sigma
U_critical = 1 / (rho_F - G_peaked)


def kinetic(filling):
    """Band energy per site of one spin species at the given filling."""
    start = peak_x - peak_half
    mu = brentq(lambda z: integrate(peaked_dos, [0, start, z]) - filling,
                start + 1e-4, peak_x + peak_half - 1e-4, xtol=1e-14)
    return integrate(lambda x: x * peaked_dos(x), [0, start, mu])


m = 0.004
kinetic_change = (kinetic(n_sigma + m / 2) + kinetic(n_sigma - m / 2)
                  - 2 * kinetic(n_sigma))


def energy_curvature(U):
    """d2E/dm2 by finite differences, at fixed effective interaction."""
    product_change = (n_sigma + m / 2) * (n_sigma - m / 2) - n_sigma**2
    change = kinetic_change + ladder(U, G_peaked) * product_change
    return 2 * change / m**2


assert abs(2 * kinetic_change / m**2 * 2 * rho_F - 1) < 3e-3
assert energy_curvature(0.9 * U_critical) > 0 > energy_curvature(1.1 * U_critical)

# ---- cubic band at the same filling, and at the symmetric-band bound ----
x_F_cubic = brentq(lambda x: cubic_filling(x) - n_peaked, 0.05, 0.33, xtol=1e-7)
rho_F_cubic = cubic_dos(x_F_cubic)
assert rho_F_cubic < G_cubic                  # no instability for any U
x_bound = 1 / (1 + np.exp(2))
n_bound = cubic_filling(x_bound)
assert cubic_dos(x_bound) < G_cubic
rho_half = cubic_dos(0.5)
ellipse_ratio = ellipse(0.5, 0.5, 0.5) / G_ellipse
assert ellipse_ratio < 1

# ---- peak theorem on random DOS shapes, with blocked G (states above x_F) ----
rng = np.random.default_rng(7)
log_x = np.linspace(-6, 0, 1201)
window = 400                                  # a factor e^2 in x
x = np.exp(log_x)
unstable_count = plateau_count = violations = 0
for _ in range(300):
    rho = np.sqrt(x * (1 - x))
    for _ in range(3):
        centre = rng.uniform(0.02, 0.6)
        width = centre * rng.uniform(0.05, 0.4)
        area = rng.uniform(0, 0.2)
        rho = rho + area / width * np.exp(-0.5 * ((x - centre) / width)**2)
    running = cumulative_trapezoid(rho / 2, log_x, initial=0)
    G_blocked = (running[-1] - running)[:-window]
    rho_here = rho[:-window]
    lowest = np.lib.stride_tricks.sliding_window_view(rho, window + 1).min(axis=1)
    unstable = rho_here > G_blocked
    plateau = lowest >= rho_here
    unstable_count += int(unstable.sum())
    plateau_count += int(plateau.sum())
    violations += int((unstable & plateau).sum())
    norm = cumulative_trapezoid(rho * x, log_x)[-1]
    mean = cumulative_trapezoid(rho * x**2, log_x)[-1] / norm
    assert norm / running[-1] <= 2 * mean     # saturation bound
assert unstable_count > 0 and plateau_count > 0 and violations == 0
sharp_factor = brentq(lambda b: quad(lambda y: 1 / (2 * y), 1, b)[0] - 1, 2, 20)
assert abs(sharp_factor - np.exp(2)) < 1e-6

# ---- printed numbers ----
print("Energies in units of the bandwidth W; DOS and G in 1/W")
print(f"cubic lattice: hopping t = {t:.5f} W")
print(f"cubic lattice: G = {G_cubic:.4f} 1/W")
print(f"cubic lattice: G extrapolated from k sums = {G_extrapolated:.4f} 1/W")
print(f"cubic lattice: saturation 1/G = {1 / G_cubic:.4f} W")
print(f"cubic lattice: upper bound 2*mean energy = {2 * cubic_mean:.4f} W")
for U in (0.25, 1.0, 4.0, 16.0):
    u = ladder(U, G_cubic)
    print(f"cubic: U = {U:5.2f} W, U_eff = {u:.4f} W, contact factor = {u / U:.4f}")
print(f"two electrons, L = 12, U = {U_main:.1f} W: finite-lattice G = {G_sum(12):.4f} 1/W")
print(f"  N*shift exact = {exact_pair:.4f} W, ladder = {ladder_pair:.4f} W")
print(f"  contact amplitude/mean amplitude, exact = {amplitude:.4f}")
for L in (6, 12):
    print(f"  L = {L}: exact/ladder - 1 = {deviation[L]:.3e}, "
          f"leading term = {predicted[L]:.3e}")
print(f"  deviation at L = 48 over deviation at L = 96: {size_ratio:.3f}")
print(f"  N*shift for U = 10000 W: {hard_pair:.4f} W; 1/G = {1 / G_sum(12):.4f} W")
print(f"blocked pair, L = 8, states below {cut:.2f} W removed (k=0 kept):")
print(f"  N*shift exact = {blocked_exact:.4f} W, ladder = {blocked_ladder:.4f} W")
print(f"three electrons, 27 sites, U = {U_main:.1f} W: N*shift exact = {three_exact:.4f} W")
print(f"  two ladder shifts = {three_ladder:.4f} W, two bare shifts = {2 * U_main:.4f} W")
print(f"square lattice: growth of G from L=128 to 256 = {square_growth:.4f} 1/W")
print(f"semi-ellipse: G = {G_ellipse:.4f} 1/W, largest rho/G = {ellipse_ratio:.4f}")
print(f"peaked band: peak weight = {peak_weight:.2f}, centre = {peak_x:.2f} W, "
      f"full width = {2 * peak_half:.2f} W")
print(f"peaked band: filling n = {n_peaked:.4f} electrons/site")
print(f"peaked band: rho_F = {rho_F:.4f} 1/W, G = {G_peaked:.4f} 1/W")
print(f"peaked band: saturation 1/G = {1 / G_peaked:.4f} W")
print(f"peaked band: rho_F/G (Stoner product at infinite U) = {rho_F / G_peaked:.4f}")
print(f"peaked band: critical U = {U_critical:.4f} W, bare Stoner = {1 / rho_F:.4f} W")
for factor in (0.9, 1.1):
    print(f"  d2E/dm2 at {factor:.1f} critical U = "
          f"{energy_curvature(factor * U_critical):.5f} W")
print(f"cubic at same filling: x_F = {x_F_cubic:.4f} W, rho_F = {rho_F_cubic:.4f} 1/W")
print(f"cubic at same filling: rho_F/G = {rho_F_cubic / G_cubic:.4f}")
print(f"cubic at same filling: bare Stoner U = {1 / rho_F_cubic:.4f} W")
print(f"symmetric-band bound: x_F = {x_bound:.4f} W, cubic filling n = {n_bound:.4f}")
print(f"cubic at half filling (outside low density): rho/G = {rho_half / G_cubic:.4f}")
print(f"plateau factor that forbids the instability = {sharp_factor:.4f}")
print(f"random DOS: unstable levels {unstable_count}, plateau levels {plateau_count}, "
      f"both {violations}")
print("every check passed")
```

Printed output:

```
Energies in units of the bandwidth W; DOS and G in 1/W
cubic lattice: hopping t = 0.08333 W
cubic lattice: G = 1.5164 1/W
cubic lattice: G extrapolated from k sums = 1.5164 1/W
cubic lattice: saturation 1/G = 0.6595 W
cubic lattice: upper bound 2*mean energy = 1.0000 W
cubic: U =  0.25 W, U_eff = 0.1813 W, contact factor = 0.7251
cubic: U =  1.00 W, U_eff = 0.3974 W, contact factor = 0.3974
cubic: U =  4.00 W, U_eff = 0.5661 W, contact factor = 0.1415
cubic: U = 16.00 W, U_eff = 0.6334 W, contact factor = 0.0396
two electrons, L = 12, U = 4.0 W: finite-lattice G = 1.4037 1/W
  N*shift exact = 0.6041 W, ladder = 0.6047 W
  contact amplitude/mean amplitude, exact = 0.1510
  L = 6: exact/ladder - 1 = -5.144e-03, leading term = -5.144e-03
  L = 12: exact/ladder - 1 = -1.055e-03, leading term = -1.053e-03
  deviation at L = 48 over deviation at L = 96: 4.113
  N*shift for U = 10000 W: 0.7113 W; 1/G = 0.7124 W
blocked pair, L = 8, states below 0.07 W removed (k=0 kept):
  N*shift exact = 0.6754 W, ladder = 0.6768 W
three electrons, 27 sites, U = 4.0 W: N*shift exact = 1.3291 W
  two ladder shifts = 1.4965 W, two bare shifts = 8.0000 W
square lattice: growth of G from L=128 to 256 = 0.4413 1/W
semi-ellipse: G = 2.0000 1/W, largest rho/G = 0.6366
peaked band: peak weight = 0.10, centre = 0.10 W, full width = 0.04 W
peaked band: filling n = 0.1937 electrons/site
peaked band: rho_F = 3.8706 1/W, G = 2.3051 1/W
peaked band: saturation 1/G = 0.4338 W
peaked band: rho_F/G (Stoner product at infinite U) = 1.6792
peaked band: critical U = 0.6388 W, bare Stoner = 0.2584 W
  d2E/dm2 at 0.9 critical U = 0.00556 W
  d2E/dm2 at 1.1 critical U = -0.00493 W
cubic at same filling: x_F = 0.2258 W, rho_F = 0.7826 1/W
cubic at same filling: rho_F/G = 0.5161
cubic at same filling: bare Stoner U = 1.2777 W
symmetric-band bound: x_F = 0.1192 W, cubic filling n = 0.0650
cubic at half filling (outside low density): rho/G = 1.1291
plateau factor that forbids the instability = 7.3891
random DOS: unstable levels 18027, plateau levels 195438, both 0
every check passed
```
